# Image attraction of a point charge in silica near silicon: a numerical check

```python
"""Image energy of a unit charge in silica near a silicon half-space.

Result under test:
    W = e^2/(16 pi eps0 eps_ox d) * (eps_ox - eps_si)/(eps_ox + eps_si)
eps_ox, eps_si : relative permittivities of silica (z > 0) and silicon (z < 0)
d              : distance of the charge from the interface z = 0, in nm
W              : energy in eV relative to the charge deep in the silica
The formula is compared with a finite-difference solution of Poisson's
equation, with the work done against the interface charge, and with the
field energy integrated over all space.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded

# e^2/(4 pi eps0) in eV nm; the same number is e/(4 pi eps0) in V nm
COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e9


def image_ratio(eps_host, eps_other):
    return (eps_host - eps_other) / (eps_host + eps_other)


def image_energy(eps_host, eps_other, d):
    return COULOMB * image_ratio(eps_host, eps_other) / (4 * eps_host * d)


def mode_potential(k, eps_host, eps_other, d):
    """Solve -(eps f')' + eps k^2 f = delta(z-d); return f at the charge."""
    steps_to_charge = int(np.ceil(100 * k * d))
    h = d / steps_to_charge
    pad = int(np.ceil(12 / (k * h)))
    n_links = 2 * pad + steps_to_charge
    eps = np.full(n_links, float(eps_host))
    eps[:pad] = eps_other
    pair_sum = eps[:-1] + eps[1:]
    bands = np.zeros((3, n_links - 1))
    bands[1] = pair_sum / h + 0.5 * k**2 * h * pair_sum
    bands[0, 1:] = -eps[1:-1] / h
    bands[2, :-1] = -eps[1:-1] / h
    source = np.zeros(n_links - 1)
    charge_node = pad + steps_to_charge - 1
    source[charge_node] = 1.0
    return solve_banded((1, 1), bands, source)[charge_node]


def poisson_induced_potential(eps_host, eps_other, d):
    """Potential (V) at the charge caused by the presence of the interface."""
    x, w = np.polynomial.legendre.leggauss(24)
    k_max = 10 / d
    total = 0.0
    for k, weight in zip(0.5 * k_max * (x + 1), 0.5 * k_max * w):
        change = (mode_potential(k, eps_host, eps_other, d)
                  - mode_potential(k, eps_host, eps_host, d))
        total += weight * 2 * k * change
    return COULOMB * total


def interface_charge(rho, eps_host, eps_other, d):
    """Bound charge density (e/nm^2) from continuity of the normal D field.

    The sheet adds +-sigma/(2 eps0) to the normal field of the charge.
    """
    point_field = -d / (4 * np.pi * eps_host * (rho**2 + d**2)**1.5)
    return (2 * point_field * (eps_other - eps_host)
            / (eps_other + eps_host))


def sheet_force(eps_host, eps_other, d):
    """Force (eV/nm) of the interface charge on the unit charge, along +z."""
    def ring(rho):
        return (2 * np.pi * rho * interface_charge(rho, eps_host, eps_other, d)
                * d / (rho**2 + d**2)**1.5)
    return COULOMB * quad(ring, 0, np.inf, epsabs=1e-13)[0]


def field_energy(eps_host, eps_other, d):
    """Field energy (eV) minus that in an unbounded host, by quadrature.

    Spherical coordinates about the charge, with r = d*s/(1-s).
    """
    x, w = np.polynomial.legendre.leggauss(60)
    x, w = 0.5 * (x + 1), 0.5 * w
    ratio = image_ratio(eps_host, eps_other)

    def ray(mu, s_low, s_high, in_host):
        s = s_low + (s_high - s_low) * x
        r = d * s / (1 - s)
        jacobian = (s_high - s_low) * d / (1 - s)**2
        rho, dz = r * np.sqrt(1 - mu**2), r * mu
        if in_host:
            direct = np.array([rho, dz]) / (eps_host * r**3)
            dist = np.sqrt(rho**2 + (dz + 2 * d)**2)
            image = ratio * np.array([rho, dz + 2 * d]) / (eps_host * dist**3)
            density = eps_host * np.sum(2 * direct * image + image**2, axis=0)
        else:
            transmitted = 2 / ((eps_host + eps_other) * r**2)
            density = (eps_other * transmitted**2
                       - eps_host / (eps_host * r**2)**2)
        return np.sum(w * jacobian * r**2 * density)

    total = 0.0
    for u, weight in zip(x, w):
        s_wall = 1 / (1 + u)
        total += weight * (ray(u, 0, 1, True) + ray(-u, 0, s_wall, True)
                           + ray(-u, s_wall, 1, False))
    return COULOMB / 4 * total


eps_ox, eps_si, distance = 3.9, 11.7, 1.0
ratio = image_ratio(eps_ox, eps_si)
energy = image_energy(eps_ox, eps_si, distance)
potential = COULOMB * ratio / (eps_ox * 2 * distance)
force = COULOMB * ratio / (eps_ox * (2 * distance)**2)

# Poisson's equation, solved without any image charge
potential_fd = poisson_induced_potential(eps_ox, eps_si, distance)
assert abs(potential_fd / potential - 1) < 1e-3

# exchanged media: the charge in silicon is repelled by silica
energy_swapped = image_energy(eps_si, eps_ox, distance)
swapped_fd = 0.5 * poisson_induced_potential(eps_si, eps_ox, distance)
assert swapped_fd > 0 and abs(swapped_fd / energy_swapped - 1) < 1e-3

# complete screening; permittivity 1e5 stands in for a conductor
energy_metal = -COULOMB / (4 * eps_ox * distance)
metal_fd = 0.5 * poisson_induced_potential(eps_ox, 1e5, distance)
assert abs(metal_fd / energy_metal - 1) < 1e-3

# force of the interface charge, and work done in bringing the charge up
force_sheet = sheet_force(eps_ox, eps_si, distance)
assert abs(force_sheet / force - 1) < 1e-6
# substitution z = distance/t maps the path from infinity onto 0 < t < 1
x_path, w_path = np.polynomial.legendre.leggauss(12)
t_path = 0.5 * (x_path + 1)
work = sum(0.5 * w * sheet_force(eps_ox, eps_si, distance / t)
           * distance / t**2 for t, w in zip(t_path, w_path))
assert abs(work / energy - 1) < 1e-5

# total interface charge equals image charge divided by host permittivity
sheet_total = quad(lambda rho: 2 * np.pi * rho * interface_charge(
    rho, eps_ox, eps_si, distance), 0, np.inf)[0]
assert abs(sheet_total / (ratio / eps_ox) - 1) < 1e-6

# energy stored in the field over all space
energy_field = field_energy(eps_ox, eps_si, distance)
assert abs(energy_field / energy - 1) < 1e-5

# inverse-distance law from the Poisson solution, and the stated value
energies_fd = {z: 0.5 * poisson_induced_potential(eps_ox, eps_si, z)
               for z in (0.5, 2.0)}
for z, value in energies_fd.items():
    assert abs(value / image_energy(eps_ox, eps_si, z) - 1) < 1e-3
assert abs(abs(0.5 * potential_fd) - 0.046) < 0.0005

k_boltzmann = const.k / const.e
print(f"Permittivity of silica: {eps_ox:.1f}")
print(f"Permittivity of silicon: {eps_si:.1f}")
print(f"Distance from interface: {distance:.1f} nm")
print(f"e^2/(4 pi eps0): {COULOMB:.5f} eV nm")
print(f"Image charge / real charge: {ratio:.4f}")
print(f"Total interface charge / real charge: {sheet_total:.4f}")
print(f"Induced potential at charge +e, formula: {potential:.5f} V")
print(f"Induced potential at charge +e, Poisson solve: {potential_fd:.5f} V")
print(f"Force along +z, formula: {force:.5f} eV/nm")
print(f"Force along +z, interface charge: {force_sheet:.5f} eV/nm")
print(f"Image energy, formula: {energy:.5f} eV")
print(f"Image energy, half charge times Poisson potential: "
      f"{0.5 * potential_fd:.5f} eV")
print(f"Image energy, work from infinity: {work:.5f} eV")
print(f"Image energy, field energy: {energy_field:.5f} eV")
print(f"Image energy, main result: {energy * 1000:.1f} meV")
for z in (0.5, 2.0):
    print(f"Image energy at {z:.1f} nm, formula: "
          f"{image_energy(eps_ox, eps_si, z):.5f} eV")
    print(f"Image energy at {z:.1f} nm, Poisson solve: "
          f"{energies_fd[z]:.5f} eV")
print(f"Charge in silicon, 1 nm from silica: {energy_swapped:.5f} eV")
print(f"Complete screening by substrate: {energy_metal:.5f} eV")
for temperature in (300, 1100):
    thermal = k_boltzmann * temperature
    print(f"kT at {temperature} K: {thermal:.5f} eV")
    print(f"|Image energy|/kT at {temperature} K: {abs(energy)/thermal:.3f}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Permittivity of silica: 3.9
Permittivity of silicon: 11.7
Distance from interface: 1.0 nm
e^2/(4 pi eps0): 1.43996 eV nm
Image charge / real charge: -0.5000
Total interface charge / real charge: -0.1282
Induced potential at charge +e, formula: -0.09231 V
Induced potential at charge +e, Poisson solve: -0.09230 V
Force along +z, formula: -0.04615 eV/nm
Force along +z, interface charge: -0.04615 eV/nm
Image energy, formula: -0.04615 eV
Image energy, half charge times Poisson potential: -0.04615 eV
Image energy, work from infinity: -0.04615 eV
Image energy, field energy: -0.04615 eV
Image energy, main result: -46.2 meV
Image energy at 0.5 nm, formula: -0.09231 eV
Image energy at 0.5 nm, Poisson solve: -0.09230 eV
Image energy at 2.0 nm, formula: -0.02308 eV
Image energy at 2.0 nm, Poisson solve: -0.02308 eV
Charge in silicon, 1 nm from silica: 0.01538 eV
Complete screening by substrate: -0.09231 eV
kT at 300 K: 0.02585 eV
|Image energy|/kT at 300 K: 1.785
kT at 1100 K: 0.09479 eV
|Image energy|/kT at 1100 K: 0.487
ALL CHECKS PASSED
```
